# Critical thickness of Si(1-x)Ge(x) on Si(001) from force balance: a numerical check

```python
# Result under test: critical thickness h of a strained film on a (001) substrate,
#   h = A b [ln(h/b) + 1],  A = (1 - nu/4) / (4 pi (1 + nu) f),
#   physical root h = -A b W_{-1}(-1/(e A)), for 60 degree misfit dislocations.
# f: lattice mismatch, b: Burgers vector length, nu: Poisson ratio,
# mu: shear modulus, W_{-1}: lower real branch of the Lambert function.
# Lengths are in angstrom, energies in eV.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

a_si = physical_constants["lattice parameter of silicon"][0] * 1e10
b_len = a_si / np.sqrt(2)
full_mismatch = 0.042   # rough Ge-Si mismatch relative to Si
nu = 0.28               # rough Poisson ratio
mu = 0.40               # rough shear modulus, eV/angstrom^3
compositions = (0.1, 0.2, 0.5)


def coefficient(f, poisson=nu):
    return (1 - poisson / 4) / (4 * np.pi * (1 + poisson) * f)


def critical_thickness(f, poisson=nu, core=1.0, branch=-1):
    """Lambert solution of h = A b [ln(h/b) + core]."""
    A = coefficient(f, poisson)
    return -A * b_len * lambertw(-np.exp(-core) / A, branch).real


# --- Geometry: enumerate all Burgers vectors for a line along [110] ---
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
in_plane_normal = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
sixty = []
for v in itertools.product((-1, 0, 1), repeat=3):
    if np.count_nonzero(v) != 2:
        continue
    burgers = a_si / 2 * np.array(v, float)
    plane = np.cross(line, burgers)
    size = np.linalg.norm(plane)
    if size > 1e-9 and np.allclose(np.abs(plane / size), 1 / np.sqrt(3)):
        sixty.append(burgers)
assert len(sixty) == 8
for burgers in sixty:
    assert np.isclose(np.linalg.norm(burgers), b_len)
    assert np.isclose(abs(burgers @ line) / b_len, 0.5)
    assert np.isclose(abs(burgers @ in_plane_normal) / b_len, 0.5)

# --- Biaxial modulus: relax the normal strain by energy minimization ---
lame = 2 * mu * nu / (1 - 2 * nu)


def energy_density(normal_strain):
    # unit in-plane strains; the energy is quadratic, so the scale is free
    return (lame / 2 * (2 + normal_strain) ** 2
            + mu * (2 + normal_strain ** 2))


relaxed = minimize_scalar(energy_density, bracket=(-2, 0))
biaxial_numeric = relaxed.fun   # energy density = M * strain^2
biaxial = 2 * mu * (1 + nu) / (1 - nu)
assert np.isclose(biaxial_numeric, biaxial, rtol=1e-8)


# --- Driving force: Peach-Koehler force on an inclined threading arm ---
def arm_force(f, h, burgers, angle):
    stress = biaxial_numeric * f * np.diag([1.0, 1.0, 0.0])
    plane = np.cross(line, burgers)
    plane = plane / np.linalg.norm(plane)
    arm = np.cos(angle) * line + np.sin(angle) * np.cross(plane, line)
    force_per_length = np.cross(stress @ burgers, arm)
    return abs(force_per_length @ line) * h / abs(arm[2])


for burgers in sixty:
    for angle in (0.4, 1.1, 2.3):
        assert np.isclose(arm_force(0.01, 80.0, burgers, angle),
                          biaxial * 0.01 * 80.0 * b_len / 2, rtol=1e-7)


# --- Surface attraction: cancel surface tractions with line-load solutions ---
def surface_attraction(depth, burgers):
    """Axes: x in surface, y into the solid, z along the dislocation."""
    bx, by, bz = burgers
    n = 400
    t = -np.pi / 2 + (np.arange(n) + 0.5) * np.pi / n
    x = depth * np.tan(t)
    dx = depth / np.cos(t) ** 2 * np.pi / n
    y = -depth                     # surface seen from the dislocation
    r = np.hypot(x, y)
    d = mu / (2 * np.pi * (1 - nu))
    # bulk stresses of the dislocation evaluated on the surface
    s_xy = d * (bx * x * (x**2 - y**2) - by * y * (y**2 - x**2)) / r**4
    s_yy = d * (bx * y * (x**2 - y**2) + by * x * (3*y**2 + x**2)) / r**4
    s_yz = mu * bz / (2 * np.pi) * x / r**2
    # loads (s_xy, s_yy, s_yz) make the surface traction-free
    ux, uy = -x / r, depth / r     # direction from load to dislocation
    radial = -2 / (np.pi * r) * (s_xy * ux + s_yy * uy)
    c_xx = np.sum(radial * ux * ux * dx)
    c_xy = np.sum(radial * ux * uy * dx)
    c_xz = np.sum(-s_yz / (np.pi * r) * ux * dx)
    return c_xx * bx + c_xy * by + c_xz * bz


K = mu * b_len**2 * (1 - nu / 4) / (4 * np.pi * (1 - nu))
b_local = b_len * np.array([0.5, 1 / np.sqrt(2), 0.5])
for depth in (20.0, 75.0, 300.0):
    assert np.isclose(surface_attraction(depth, b_local), K / depth, rtol=1e-9)
K_numeric = 50.0 * surface_attraction(50.0, b_local)


def net_force(h, f):
    drive = arm_force(f, h, sixty[0], 1.1)
    return drive - K_numeric * (np.log(h / b_len) + 1)


# --- Critical thickness: numerical force balance against Lambert formula ---
def count_roots(f):
    heights = b_len * np.geomspace(0.05, 1000, 1500)
    signs = np.sign([net_force(h, f) for h in heights])
    return np.count_nonzero(signs[1:] != signs[:-1])


results = {}
for x_ge in compositions:
    f = full_mismatch * x_ge
    h = critical_thickness(f)
    h_numeric = brentq(net_force, b_len, 1000 * b_len, args=(f,), xtol=1e-10)
    assert np.isclose(h, h_numeric, rtol=1e-7)
    h_low = critical_thickness(f, branch=0)
    low_numeric = brentq(net_force, 0.05 * b_len, b_len, args=(f,))
    assert np.isclose(h_low, low_numeric, rtol=1e-7)
    assert count_roots(f) == 2 and h_low < b_len < h
    assert net_force(0.9 * h, f) < 0 < net_force(1.1 * h, f)
    results[x_ge] = (f, coefficient(f), h_low, h)
f_limit = coefficient(1.0)        # mismatch at which A = 1
assert count_roots(0.98 * f_limit) == 2
assert count_roots(1.02 * f_limit) == 0

# --- Composition slope by finite differences of the numerical root ---
slopes = {}
for x_ge, (f, A, h_low, h) in results.items():
    step = 1e-3
    upper = brentq(net_force, b_len, 1000*b_len, args=(f*np.exp(step),))
    lower = brentq(net_force, b_len, 1000*b_len, args=(f*np.exp(-step),))
    slopes[x_ge] = -1 / (1 - A * b_len / h)
    assert np.isclose(np.log(upper / lower) / (2*step), slopes[x_ge], rtol=1e-4)

# --- Hand iteration for x = 0.2 and its convergence rate ---
f2, A2, low2, h2 = results[0.2]
iterates = [100.0]
for _ in range(7):
    iterates.append(A2 * b_len * (np.log(iterates[-1] / b_len) + 1))
ratio_seen = (iterates[-1] - h2) / (iterates[-2] - h2)
assert np.isclose(ratio_seen, A2 * b_len / h2, rtol=1e-3)

# --- Printed numbers ---
print(f"Si lattice parameter = {a_si:.4f} angstrom")
print(f"Burgers vector length b = {b_len:.4f} angstrom")
print(f"Inputs: full mismatch = {full_mismatch:.3f}, nu = {nu:.2f} (no unit)")
print(f"Shear modulus mu = {mu:.2f} eV/angstrom^3")
print(f"Biaxial modulus M = {biaxial:.4f} eV/angstrom^3")
print(f"Line-energy coefficient K = {K:.4f} eV/angstrom")
print(f"Product A*f = {f_limit:.5f} (no unit); also mismatch where A = 1")
print(f"Number of 60 degree Burgers vectors, both signs = {len(sixty)}")
for x_ge, (f, A, h_low, h) in results.items():
    print(f"x = {x_ge:.1f}: f = {f:.4f}, A = {A:.4f}, h_c/b = {h/b_len:.3f}")
    print(f"  critical thickness = {h:.1f} angstrom = {h/10:.2f} nm")
    print(f"  rejected lower root = {h_low:.2f} angstrom")
    print(f"  atomic layers of height a_Si/4 = {h/(a_si/4):.1f}")
    print(f"  slope d ln h_c / d ln f = {slopes[x_ge]:.3f}")
print(f"h_c(0.1)/h_c(0.2) = {results[0.1][3]/results[0.2][3]:.3f}")
print(f"h_c(0.2)/h_c(0.5) = {results[0.2][3]/results[0.5][3]:.3f}")
print("Iteration for x = 0.2, thickness in angstrom:")
print("  " + ", ".join(f"{value:.2f}" for value in iterates))
print(f"  error ratio A*b/h_c = {A2*b_len/h2:.3f}")
print("Forces for x = 0.2, in eV/angstrom:")
for h in (50.0, h2, 200.0):
    drive = biaxial * f2 * h * b_len / 2
    tension = K * (np.log(h / b_len) + 1)
    print(f"  h = {h:.1f} angstrom: drive {drive:.4f}, line {tension:.4f}")
print("Sensitivity of h_c, in angstrom:")
for x_ge, (f, A, h_low, h) in results.items():
    cores = [critical_thickness(f, core=c) for c in (0.5, 1.5)]
    ratios = [critical_thickness(f, poisson=p) for p in (0.25, 0.31)]
    strain = critical_thickness(f / (1 + f))
    print(f"  x = {x_ge:.1f}: core constant 0.5, 1.5: "
          f"{cores[0]:.1f}, {cores[1]:.1f}")
    print(f"    nu 0.25, 0.31: {ratios[0]:.1f}, {ratios[1]:.1f}; "
          f"strain f/(1+f): {strain:.1f}")
print("finished without a failed check")
```

Running it gives:

```
Si lattice parameter = 5.4310 angstrom
Burgers vector length b = 3.8403 angstrom
Inputs: full mismatch = 0.042, nu = 0.28 (no unit)
Shear modulus mu = 0.40 eV/angstrom^3
Biaxial modulus M = 1.4222 eV/angstrom^3
Line-energy coefficient K = 0.6064 eV/angstrom
Product A*f = 0.05782 (no unit); also mismatch where A = 1
Number of 60 degree Burgers vectors, both signs = 8
x = 0.1: f = 0.0042, A = 13.7662, h_c/b = 72.790
  critical thickness = 279.5 angstrom = 27.95 nm
  rejected lower root = 1.45 angstrom
  atomic layers of height a_Si/4 = 205.9
  slope d ln h_c / d ln f = -1.233
x = 0.2: f = 0.0084, A = 6.8831, h_c/b = 30.381
  critical thickness = 116.7 angstrom = 11.67 nm
  rejected lower root = 1.49 angstrom
  atomic layers of height a_Si/4 = 85.9
  slope d ln h_c / d ln f = -1.293
x = 0.5: f = 0.0210, A = 2.7532, h_c/b = 8.714
  critical thickness = 33.5 angstrom = 3.35 nm
  rejected lower root = 1.65 angstrom
  atomic layers of height a_Si/4 = 24.6
  slope d ln h_c / d ln f = -1.462
h_c(0.1)/h_c(0.2) = 2.396
h_c(0.2)/h_c(0.5) = 3.487
Iteration for x = 0.2, thickness in angstrom:
  100.00, 112.60, 115.73, 116.46, 116.62, 116.66, 116.67, 116.67
  error ratio A*b/h_c = 0.227
Forces for x = 0.2, in eV/angstrom:
  h = 50.0 angstrom: drive 1.1470, line 2.1626
  h = 116.7 angstrom: drive 2.6764, line 2.6764
  h = 200.0 angstrom: drive 4.5879, line 3.0032
Sensitivity of h_c, in angstrom:
  x = 0.1: core constant 0.5, 1.5: 246.4, 311.7
    nu 0.25, 0.31: 290.7, 269.0; strain f/(1+f): 281.0
  x = 0.2: core constant 0.5, 1.5: 99.2, 133.4
    nu 0.25, 0.31: 121.6, 112.0; strain f/(1+f): 117.9
  x = 0.5: core constant 0.5, 1.5: 25.2, 40.9
    nu 0.25, 0.31: 35.0, 32.0; strain f/(1+f): 34.5
finished without a failed check
```
